# The Dirac R-matrix on a sphere, its pole expansion and Buttle correction, part 2

An electron scatters from a real central potential $V(r)$, negligible for $r\ge a$. Hartree atomic units are used, $c$ is the speed of light, and the energy $E$ excludes the rest energy $c^2$. For relativistic angular quantum number $\kappa$ ($-1$ for $s_{1/2}$), the large and small radial functions $P$ and $Q$ satisfy

$$P'+\frac{\kappa}{r}P=\Big(2c+\frac{E-V}{c}\Big)Q,\qquad Q'-\frac{\kappa}{r}Q=-\frac{E-V}{c}P. \tag{1}$$

The states of the sphere $r\le a$ have energies $E_k$ and obey $Q_k(a)=\beta P_k(a)$, with $\beta=(b+\kappa)/(2ac)$ and $b$ a fixed real number. By part (a), this condition implies

$$\frac{aP'}{P}=b+(b+\kappa)\frac{E-V(a)}{2c^2}. \tag{4}$$

The R-matrix $R(E)$ is defined by

$$P(a)=R(E)\,F,\qquad F=2acQ(a)-(b+\kappa)P(a)=2ac\,[Q(a)-\beta P(a)]. \tag{5}$$

For solutions $(P,Q)$ at $E$ and $(\tilde P,\tilde Q)$ at $E'$, differentiating $\tilde QP-\tilde PQ$, inserting (1) and integrating gives

$$(E-E')\int_0^a(\tilde PP+\tilde QQ)\,dr=c\,[\tilde QP-\tilde PQ]_{r=a}. \tag{6}$$

The levels are simple, and the states are normalized to $\int_0^a(P_k^2+Q_k^2)\,dr=1$. Part (c) gave

$$\frac{dR}{dE}=\frac{2a}{F^2}\int_0^a(P^2+Q^2)\,dr>0. \tag{10}$$

With $S_k=P_k(a)^2$,

$$R(E)=\frac1{2a}\sum_k\frac{S_k}{E_k-E}+C,\qquad C=-\frac{b+\kappa}{(2ac)^2+(b+\kappa)^2}, \tag{16}$$

where the sum covers the electron and negative-energy branches with a symmetric energy cutoff. By part (d), the electron branch alone diverges logarithmically: doubling its large upper limit $\Lambda$ adds

$$\frac1{2a}\cdot\frac1{a(1+\beta^2)}\cdot\frac{a}{\pi c}\int_\Lambda^{2\Lambda}\frac{dE}{E}=\frac{\ln2}{2\pi ac(1+\beta^2)}. \tag{12}$$

### (f) The Buttle correction

*In practice the $N$ lowest electron-branch states are known. Use a solvable comparison potential to estimate everything that is missing from their sum, and find the error that remains.*

**Solution.** Let the comparison problem have the same $a$, $b$ and $\kappa$, with R-matrix $R^0(E)$, energies $E_k^0$ and squared surface amplitudes $T_k$. Its missing part is computable, because $R^0$ is known in closed form:

$$B(E)=R^0(E)-\frac1{2a}\sum_{k=1}^N\frac{T_k}{E_k^0-E}. \tag{17}$$

The Buttle-corrected R-matrix is

$$R_N(E)=\frac1{2a}\sum_{k=1}^N\frac{S_k}{E_k-E}+B(E). \tag{18}$$

To see what $B$ contains, insert (16) for the comparison problem into (17). The retained terms cancel. There remain the comparison poles above the $N$th, the comparison negative-energy branch, and $C$. The constant depends on $a$, $b$ and $\kappa$ but not on the potential, so $B$ supplies it without error. Subtracting (16) for the actual problem from (18) leaves

$$R_N-R=\frac1{2a}\sum_{\text{omitted }k}\Big[\frac{T_k}{E_k^0-E}-\frac{S_k}{E_k-E}\Big], \tag{19}$$

again with the symmetric cutoff. The correction thus replaces each omitted state by its comparison partner.

The sign of the level shift follows from the argument that led to (6). For eigenstates in potentials $\lambda V$ and $\lambda'V$ the surface term vanishes, and $E-E'$ is replaced by $(E-E')-(\lambda-\lambda')V$ under the integral. For $\lambda'\to\lambda$ this gives

$$\frac{dE_k}{d\lambda}=\int_0^aV\,(P_k^2+Q_k^2)\,dr .$$

An attractive potential lowers every level. Levels with the same $\kappa$ do not cross, because they are simple. Free and interacting states may therefore be paired by their order in each branch, provided that no level leaves its branch as $V$ is switched on. If $E$ lies below all omitted electron levels, lowering a level increases $1/(E_k-E)$ in both branches. The level shifts then contribute to (19) with a negative sign. The changes of surface amplitude contribute separately.

Two conditions limit the method. First, $B$ still has poles at the omitted comparison energies, which are not the actual ones, so $E$ must stay well below the first omitted level of either problem. Second, at a retained energy $E_j^0$ both terms of (17) diverge. Their residues are equal and the singularity is removable, but a numerical evaluation close to it loses digits.

### (g) The free particle as comparison problem

*For $\kappa=-1$ and $V=0$, find $R^0$, the level condition and the surface amplitudes.*

**Solution.** Put $q=2c+E/c$. The radial equations become $qQ=P'-P/r$ and $Q'+Q/r=-(E/c)P$. Multiply the second by $q$ and insert the first:

$$\Big(P'-\frac Pr\Big)'+\frac1r\Big(P'-\frac Pr\Big)=P''-\frac{P'}r+\frac P{r^2}+\frac{P'}r-\frac P{r^2}=P''.$$

So $P''=-p^2P$, with

$$p^2=\frac{Eq}{c}=2E\Big(1+\frac{E}{2c^2}\Big).$$

The regular solution is

$$P=\sin pr,\qquad Q=\frac1q\Big(p\cos pr-\frac{\sin pr}{r}\Big). \tag{20}$$

The definition of $R$ gives

$$R^0(E)=\Big\{2ac\Big[\frac{p\cot pa-1/a}{q}-\beta\Big]\Big\}^{-1}. \tag{21}$$

The levels lie where the square bracket vanishes, that is at $p\cot pa=1/a+q\beta$ with $q\ne0$. At $E=-2c^2$, where $q=0$ and $p=0$, this equation holds trivially, but the bracket tends to $2ca/3-\beta$, so that point is not a level unless $\beta=2ca/3$. For $b=0$ we have $\beta=-1/(2ac)$ and $q\beta=-1/a-E/(2ac^2)$. With $\varepsilon=E/2c^2$ the level condition and R-matrix become

$$pa\cot pa=-\varepsilon,\qquad R^0=\frac{1+\varepsilon}{pa\cot pa+\varepsilon}. \tag{22}$$

For the norm, the large component gives $\int_0^a\sin^2pr\,dr=a/2-s$ with $s=\sin(2pa)/(4p)$. In the small component, expand the square and use

$$\frac{d}{dr}\Big(-\frac{\sin^2pr}{r}\Big)=-\frac{2p\sin pr\cos pr}{r}+\frac{\sin^2pr}{r^2}.$$

The cross term and the last term of the square thus form a total derivative, which vanishes at the origin. The result is

$$T_k=\sin^2(pa)\Big\{\frac a2-s+\frac1{q^2}\Big[p^2\Big(\frac a2+s\Big)-\frac{\sin^2pa}{a}\Big]\Big\}^{-1}, \tag{23}$$

evaluated at $E_k^0$. It holds on both branches, since $q$ enters as a square.

The free problem also permits a demanding test of (16), because thousands of its poles are cheap. The radius is $a=0.5$ bohr, so $2ac$ equals $c=137.036$. To make the constant visible, take $b=-40$:

$$C=\frac{41}{18778.87+41^2}=0.002004.$$

At $E=400$ hartree, with 20000 poles per branch and a common energy cutoff, the bare sum is $0.023711$, while (21) gives $0.025719$. Adding $C$ brings the sum to $0.025715$. The difference of $4\times10^{-6}$ lies within the tolerance of $2\times10^{-5}$ allowed for the tail beyond the cutoff. The bare sum is wrong by $0.002008$, which is the constant plus this small remainder.

The logarithmic divergence is also seen. Electron-branch poles 10001 to 20000 add $1.482\times10^{-3}$, and the limiting law $\ln2/[2\pi ac(1+\beta^2)]$ gives $1.478\times10^{-3}$.

### (h) From R to the phase shift

*Express the phase shift for $\kappa=-1$ through $R$.*

**Solution.** Outside the sphere $V$ is negligible, and the general solution is (20) with a shifted argument:

$$P=A\sin(pr+\delta),\qquad Q=\frac Aq\Big[p\cos(pr+\delta)-\frac{\sin(pr+\delta)}r\Big].$$

Dividing the definition $P=2acR(Q-\beta P)$ by $P$ gives $Q/P=\beta+1/(2acR)$ at $r=a$. Equating the two ratios,

$$p\cot(pa+\delta)=\frac1a+q\Big(\beta+\frac1{2acR}\Big). \tag{24}$$

For $b=0$, using $q/2c=1+\varepsilon$, this becomes

$$pa\cot(pa+\delta)=-\varepsilon+\frac{1+\varepsilon}{R}. \tag{25}$$

The phase shift is defined modulo $\pi$. The actual ratio $Q/P$ at $a$ does not depend on $b$, so neither does $\delta$ if $R$ is accurate. A truncated $R$ has no such protection.

When $|\varepsilon R|\ll1$, (25) reads $\tan(pa+\delta)\approx paR/(1+\varepsilon)$. Differentiating, a small error $\Delta R$ changes the phase by about $\cos^2(pa+\delta)\,pa\,\Delta R/(1+\varepsilon)$. If $pa|R|\ll1$ for both the exact and the approximate $R$, the tangent is linear and the cosine factor is close to one. The change is then about $pa\,\Delta R/(1+\varepsilon)$, even if the relative error of $R$ is large.

### (i) A worked example

*Take $V=-(Z/r)e^{-r/d}$ with $Z=50$, $d=0.02$ bohr, $a=0.5$ bohr, $\kappa=-1$, $b=0$, and keep ten electron-branch states. Evaluate $R$ and $\delta$ at 400 hartree, and examine the error.*

**Solution.** These are round model parameters and do not represent a particular atom. At the surface $V(a)=-1.4\times10^{-9}$ hartree, so the potential is indeed negligible there. The energy of 400 hartree is 10.885 keV. The sphere states include the following (energies in hartree, squared amplitudes in bohr$^{-1}$):

| $k$ | $E_k$ | $S_k$ | $E_k^0$ | $T_k$ |
|---|---|---|---|---|
| 1 | −33.377 | 0.02467 | 4.935 | 3.99969 |
| 5 | 315.551 | 4.14682 | 395.594 | 3.95894 |
| 6 | 497.499 | 4.07737 | 587.969 | 3.93948 |
| 7 | 716.478 | 4.02380 | 816.325 | 3.91687 |
| 10 | 1580.798 | 3.89358 | 1704.307 | 3.83376 |

The complete list of ten is in the numerical output. The lowest state has negative energy. Outside the short-range well its wave function decays towards the surface, which is why its amplitude there is small.

**The retained sum.** With $a=0.5$ bohr the prefactor $1/(2a)$ is one. At $E=400$ hartree the two largest terms come from the levels on either side:

$$\frac{4.14682}{315.551-400}=-0.04910,\qquad \frac{4.07737}{497.499-400}=0.04182.$$

States 1 to 4 add $-0.04549$ together, and states 7 to 10 add $0.02755$. The truncated sum is $-0.02522$. Direct integration of the radial equations gives $R=-0.00217$.

**The correction.** Here $\varepsilon=400/37557.74=0.01065$ and $p=\sqrt{800\times1.01065}=28.434$ bohr$^{-1}$, so $pa=14.217$. Equation (22) gives $R^0\approx-0.894$. The ten free poles sum to about $-0.916$, and most of this comes from the free level at 395.594 hartree, close to the chosen energy. The two large numbers nearly cancel, as expected near a removable singularity. With unrounded values $B=0.022089$, and

$$R_{10}=-0.025220+0.022089=-0.003131.$$

The absolute error falls from $0.0231$ to $0.00097$, a factor of about 24. Relative to the small value of $R$ itself, the remaining error is still 45 per cent.

**The phase shift.** For the direct $R$, (25) gives $pa\cot(pa+\delta)=-0.011-466.6$, hence $\cot(pa+\delta)=-32.8$ and $pa+\delta=3.111$ modulo $\pi$. Subtracting $14.217$ and adding $4\pi$ gives $\delta=1.460$ rad. The corrected value is $1.447$ rad and the truncated one $1.150$ rad. The estimate from (h), $14.217\times(-0.00097)/1.011=-0.014$ rad, accounts for the remaining phase error. The three energies compare as follows:

| $E$ (hartree) | $\delta$ direct (rad) | truncated | corrected |
|---|---|---|---|
| 100 | 1.866 | 1.754 | 1.862 |
| 400 | 1.460 | 1.150 | 1.447 |
| 900 | 1.262 | 0.857 | 1.245 |

**Where the remaining error comes from.** Equation (19) can be checked term by term. With $N=6$ the corrected error at 400 hartree is $-0.00649$, and with $N=10$ it is $-0.00097$. The difference must come from states 7 to 10. For state 7,

$$\frac{3.91687}{416.325}-\frac{4.02380}{316.478}=0.00941-0.01271=-0.00331.$$

States 8, 9 and 10 give $-0.00124$, $-0.00062$ and $-0.00036$. Unrounded, the four add up to $-0.00552$, which is the required difference. With $N=6$, half of the error is due to the first omitted state, whose energy the free particle places 100 hartree too high.

**Dependence on N.** The errors of $R$ at 400 hartree are:

| $N$ | truncated | corrected |
|---|---|---|
| 6 | −0.0506 | −0.0065 |
| 12 | −0.0186 | −0.00058 |
| 24 | −0.0087 | −0.00012 |

The truncated error is still shrinking in this range, but it does not tend to zero. By part (d) the electron-branch sum grows without bound, so its error must eventually turn positive and increase. The corrected form avoids this, because the growth of the actual sum is balanced by that of the comparison sum in (17).

For $b=0$ the constant is $C=5.3\times10^{-5}$, well below the corrected error at $N=10$. At $N=24$ it is already about half the size of the corrected error, so it is not negligible when many states are kept; the correction $B$ includes it. The choice $b=-40$ in part (g) makes it about forty times larger.

**Tests with the potential present.** The subtracted expansion, the difference of (16) at two energies, was compared with direct integration for $\kappa=-1$, $b=0$ and for $\kappa=+1$, $b=0.7$. The largest discrepancy in $R$ was $7.8\times10^{-5}$, within the tolerance allowed for the omitted tail. The slope $dR/dE$ at 400 hartree is $1.2335\times10^{-3}$ hartree$^{-1}$, both from finite differences and from the norm integral of part (c). The sixth state has $aP'/P=-0.013246$ at the surface, as the boundary relation of part (a) requires. Its logarithmic derivative is therefore not the nominal $b=0$, although its ratio $Q/P$ is the prescribed one.

## Computed values

```
c = 137.035999 a.u.; c^2 = 18778.87 hartree
model: Z = 50, d = 0.02 bohr, a = 0.5 bohr, kappa = -1, b = 0.0
V(a) = -1.39e-09 hartree; beta = -7.297353e-03
constant term of R, example: 5.3249e-05
free test: b = -40, beta = -0.29919, E = 400 hartree
  poles per branch 20000, cutoff 1.720e+07 hartree
  R closed form          0.025719
  bare sum, both branches 0.023711
  constant term          0.002004
  sum plus constant      0.025715
  electron-sum growth, poles 10001-20000: 1.48210e-03
  logarithmic law for that growth:        1.47777e-03
subtracted expansion, largest error: 7.8e-05
  poles used, kappa=-1: 40 electron, 39 negative
dR/dE at 400 hartree: difference 1.233476e-03, norm 1.233475e-03 1/hartree
aP'/P of pole 6: numerical -0.013246, formula -0.013246
k, E_k, P_k(a)^2 | free E_k, P_k(a)^2  (hartree, 1/bohr)
 1    -33.377   0.02467 |      4.935   3.99969
 2      9.016   5.17114 |     44.366   3.99550
 3     68.745   4.48396 |    122.980   3.98720
 4    172.082   4.25531 |    240.294   3.97494
 5    315.551   4.14682 |    395.594   3.95894
 6    497.499   4.07737 |    587.969   3.93948
 7    716.478   4.02380 |    816.325   3.91687
 8    971.030   3.97749 |   1079.422   3.89147
 9   1259.654   3.93468 |   1375.899   3.86364
10   1580.798   3.89358 |   1704.307   3.83376
highest negative-branch pole: -37598.2 hartree, P^2 = 0.00432 1/bohr
R with N = 10: E (hartree), direct, truncated, Buttle, corrected
   100   -0.073352   -0.094840   0.020690   -0.074150
   400   -0.002166   -0.025220   0.022089   -0.003131
   900    0.043258    0.016435   0.025340    0.041775
phase shift modulo pi (rad): E, direct, truncated, corrected
   100   1.86645   1.75430   1.86202
   400   1.46025   1.14987   1.44670
   900   1.26236   0.85720   1.24502
errors of R at 400 hartree: N, truncated, corrected
  6   -5.061e-02   -6.485e-03
 12   -1.855e-02   -5.831e-04
 24   -8.654e-03   -1.169e-04
400 hartree = 10.885 keV
```
